\section*{Thermoelectric generator with ZT = 1 at a small temperature difference}

\section{Problem}

A thermoelectric leg on a chip carries heat from a hot end at $T_h=T+\Delta T/2$ to a cold end at $T_c=T-\Delta T/2$ and drives a current through a load. Its figure of merit is
\begin{equation}
ZT=\frac{S^2\sigma T}{\kappa}=1,
\end{equation}
where $S$ is the Seebeck coefficient, $\sigma=1/\rho$ the electrical conductivity, and $\kappa$ the thermal conductivity measured at zero electric current. The load is chosen for the highest efficiency. What fraction of the Carnot efficiency $\eta_C=\Delta T/T_h$ does the leg reach as $\Delta T\to0$?

Then take a leg $20\ \mu\mathrm{m}$ long with a square cross-section of side $100\ \mu\mathrm{m}$, mean temperature $300$ K and $\Delta T=10$ K. Its round parameters are $S=200\ \mu$V/K, $\sigma=1000$ S/cm and $\kappa=1.2$ W/(m K). Find its power and efficiency, and judge how far the limit describes it.

The flow is steady and one-dimensional, no heat leaves through the sides, the contacts are ideal, and the temperatures are those of the leg's ends. We take $S>0$; for $S<0$ the current reverses and the energy balance is unchanged.

\section{First estimate by scaling}

Let the leg have length $L$, area $A$, resistance $R=\rho L/A$ and thermal conductance $K=\kappa A/L$. The Seebeck voltage is $S\Delta T$. A source of voltage $S\Delta T$ and internal resistance $R$ delivers at most $(S\Delta T)^2/(4R)$, when the load equals $R$. If the heat drawn from the hot side is taken to be conduction alone, $K\Delta T$, then
\begin{equation}
\frac{\eta}{\eta_C}\sim\frac{(S\Delta T)^2/(4R)}{K\Delta T}\,\frac{T}{\Delta T}
=\frac{S^2T}{4KR}=\frac{ZT}{4},
\end{equation}
because $KR=\kappa\rho$ and $S^2/(\kappa\rho)=Z$. The size of the leg drops out. So does $\Delta T$: power grows as $\Delta T^2$ and heat as $\Delta T$, so the efficiency is proportional to $\Delta T$, as is the Carnot efficiency when $\Delta T\ll T$. For $ZT=1$ the estimate is 25 percent. It has left out the heat carried by the current itself, and it has assumed a load that need not be the most efficient one.

\section{Exact solution}

\subsection{Heat balance of the leg}

Let $x$ run from the hot end to the cold end, and let $J$ be the current density in that direction. With $\phi$ the electrochemical potential per unit charge and $E=-d\phi/dx$, the local laws are
\begin{equation}
E=\rho J+S\frac{dT}{dx},\qquad q=STJ-\kappa\frac{dT}{dx}.
\end{equation}
The first term of the heat flux $q$ is the Peltier heat carried by the current. In the steady state the total energy flux $q+\phi J$ is constant, and so is $J$; hence $dq/dx=EJ$.

Take constant properties first. Inserting the two laws gives
\begin{equation}
SJ\frac{dT}{dx}-\kappa\frac{d^2T}{dx^2}=\rho J^2+SJ\frac{dT}{dx}
\quad\Rightarrow\quad \kappa\frac{d^2T}{dx^2}=-\rho J^2 .
\end{equation}
One integration gives $dT/dx=c-\rho J^2x/\kappa$. A second, from $0$ to $L$, must give $-\Delta T$:
\begin{equation}
-\Delta T=cL-\frac{\rho J^2L^2}{2\kappa}
\quad\Rightarrow\quad c=-\frac{\Delta T}{L}+\frac{\rho J^2L}{2\kappa}.
\end{equation}
The slope is $c$ at the hot end and $c-\rho J^2L/\kappa$ at the cold end. Multiplying $q$ by $A$ at each end, with $I=JA$, we find
\begin{align}
Q_h&=ST_hI+K\Delta T-\tfrac12I^2R,\\
Q_c&=ST_cI+K\Delta T+\tfrac12I^2R.
\end{align}
Half of the Joule heat returns to the hot end and half goes to the cold end. The difference is the electric power delivered,
\begin{equation}
P=Q_h-Q_c=S\Delta T\,I-I^2R .
\end{equation}

\subsection{Efficiency for a given load}

Let the load resistance be $mR$. It receives $P=I^2mR$, so $S\Delta T=IR(1+m)$ and
\begin{equation}
I=\frac{S\Delta T}{R(1+m)} .
\end{equation}
Divide $P$ and each term of $Q_h$ by the Peltier heat $ST_hI$:
\begin{align}
\frac{P}{ST_hI}&=\frac{ImR}{ST_h}=\frac{\Delta T}{T_h}\,\frac{m}{1+m},\\
\frac{K\Delta T}{ST_hI}&=\frac{KR(1+m)}{S^2T_h}=\frac{1+m}{ZT_h},\\
\frac{I^2R}{2ST_hI}&=\frac{\Delta T}{2T_h(1+m)} .
\end{align}
The prefactor $\Delta T/T_h$ of the first line is $\eta_C$. Therefore
\begin{equation}
\frac{\eta}{\eta_C}=\frac{m/(1+m)}{1+\dfrac{1+m}{ZT_h}-\dfrac{\Delta T}{2T_h(1+m)}} .
\label{eq:finite}
\end{equation}
As $\Delta T\to0$ at fixed $m$, the Joule term vanishes and $T_h\to T$. Multiplying numerator and denominator by $ZT$ leaves
\begin{equation}
\varphi(m)=\frac{ZT\,m}{(1+m)(1+m+ZT)} .
\label{eq:phi}
\end{equation}

This limit does not need constant properties. Let $S$, $\rho$ and $\kappa$ vary smoothly with temperature, with $L$ and $m$ fixed. The current is of order $\Delta T$, and so is $E$, so $dq/dx=EJ$ is of order $\Delta T^2$. The Peltier flux $STJ$ also changes along the leg by order $\Delta T^2$. To first order the conducted flux is therefore uniform, and $Q_h=STI+K\Delta T$ with all properties taken at $T$. The Seebeck voltage and the resistance differ from $S\Delta T$ and $R$ by relative corrections that are at most of order $\Delta T$, which do not affect the leading term of $P$. Thomson heat, which arises when $S$ depends on temperature, enters $Q_h$ at second order, like Joule heat.

\subsection{The best load}

Maximizing $\varphi$ means minimizing
\begin{equation}
\frac{(1+m)(1+m+ZT)}{m}=m+\frac{1+ZT}{m}+2+ZT .
\end{equation}
Define $M=\sqrt{1+ZT}$. Since
\begin{equation}
m+\frac{M^2}{m}=2M+\frac{(m-M)^2}{m}\ \ge\ 2M ,
\end{equation}
the minimum lies at $m=M$. Its value is $2M+2+ZT=2M+1+M^2=(M+1)^2$. With $ZT=M^2-1=(M-1)(M+1)$,
\begin{equation}
\left(\frac{\eta}{\eta_C}\right)_{\max}=\frac{(M-1)(M+1)}{(M+1)^2}=\frac{M-1}{M+1}.
\label{eq:max}
\end{equation}
For $ZT=1$, $M=\sqrt2$. Multiplying top and bottom by $\sqrt2-1$ gives
\begin{equation}
\frac{\sqrt2-1}{\sqrt2+1}=(\sqrt2-1)^2=3-2\sqrt2=0.1716 .
\end{equation}
The leg reaches 17 percent of the Carnot efficiency. Its efficiency itself goes to zero with $\Delta T$.

As a test, the local equations were integrated numerically for materials with $ZT=1$ at every temperature and $S$ proportional to $T^0$, $T^{0.5}$ and $T^1$. The best current was searched for, and the result extrapolated to $\Delta T=0$. All three cases gave $0.17157$ and a load ratio of $1.4142$.

\section{Comparison with the estimate}

The estimate of 0.25 is too high by a factor of about 1.46. Keep its matched load, $m=1$, but restore the Peltier heat. Equation (\ref{eq:phi}) then gives
\begin{equation}
\varphi(1)=\frac{ZT}{2(2+ZT)}=\frac{ZT/4}{1+ZT/2},
\end{equation}
which is $1/6$ for $ZT=1$. The Peltier heat, half as large as the conducted heat in this case, accounts for the whole drop from $1/4$ to $1/6$. Raising the load from $R$ to $\sqrt2R$ then lifts the fraction from 0.1667 to 0.1716. Both round to 17 percent, but the first belongs to greatest power and the second to greatest efficiency. The price of the second is small: relative to matched load at the same $\Delta T$, the power is $4m/(1+m)^2=0.97$ at $m=\sqrt2$.

For $ZT\ll1$, $M-1\approx ZT/2$ and $M+1\approx2$, so equation (\ref{eq:max}) returns the estimate $ZT/4$. For large $ZT$ the estimate fails: it passes the Carnot limit at $ZT=4$, because it omits a Peltier heat that by then exceeds conduction. The true maximum approaches 1 slowly. One half of Carnot needs $M=3$, that is $ZT=8$. At matched load, in the limit $\Delta T\to0$, the fraction stays below one half however large $ZT$ becomes, since half of the Seebeck voltage is lost inside the leg.

\section{The leg on the chip}

The parameters give
\begin{equation}
ZT=\frac{(2\times10^{-4})^2\times10^5\times300}{1.2}=1
\end{equation}
in SI units. The resistance is $R=20\times10^{-6}/(10^5\times10^{-8})=0.020\ \Omega$, and $K=1.2\times10^{-8}/(20\times10^{-6})=0.600$ mW/K.

At finite $\Delta T$ the best load follows from the reciprocal of equation (\ref{eq:finite}),
\begin{equation}
\frac{\eta_C}{\eta}=1+\frac{2}{ZT_h}+\frac{m}{ZT_h}
+\frac1m\left(1+\frac1{ZT_h}-\frac{\Delta T}{2T_h}\right).
\end{equation}
It is least when $m^2=ZT_h+1-Z\Delta T/2=1+ZT$, with $T$ the mean temperature. So $m=\sqrt2$ still holds for constant properties, and the load is $28.28$ m$\Omega$. Then
\begin{align}
I&=\frac{2.000\ \mathrm{mV}}{20.00\ \mathrm{m}\Omega\times2.4142}=41.42\ \mathrm{mA},\\
P&=(41.42\ \mathrm{mA})^2\times28.28\ \mathrm{m}\Omega=48.5\ \mu\mathrm{W},\\
Q_h&=(2.527+6.000-0.017)\ \mathrm{mW}=8.510\ \mathrm{mW}.
\end{align}
The three parts of $Q_h$ are Peltier heat, conduction and returned Joule heat. The efficiency is $0.0485/8.510=0.570$ percent, against a Carnot value of $10/305=3.279$ percent. The ratio is $0.174$.

This lies 1.4 percent above the limit, relative to the limit. Putting $m=M$ into the reciprocal gives
\begin{equation}
\left(\frac{\eta}{\eta_C}\right)_{\max}=\frac{ZT_h}{ZT_h+2+2M},
\end{equation}
which differs from the limit through $T_h=305$ K in place of $300$ K. For a material with $ZT=1$ at every temperature and $S$ proportional to $T$, the numerical excess is nearly the same, 1.3 percent.

The parameters are in the rough regime of bismuth telluride alloys near room temperature. The leg is far shorter than the millimetre-scale legs of bulk modules, so its heat flux is high, 85 W/cm$^2$, and its contacts matter. The following estimates use rough inputs, one effect at a time. The first three use the small-$\Delta T$ formula with the load readjusted.
\begin{itemize}
\item Two electrical contacts, each of $10^{-7}\ \Omega\,$cm$^2$, together add 10 percent to $R$ and lower the fraction to 0.160. This is a very good contact; at $10^{-6}\ \Omega\,$cm$^2$ the pair doubles $R$ and the fraction falls to 0.101.
\item Air beside the leg, of equal area, adds 2.2 percent to $K$ and lowers it to 0.169.
\item Minority carriers across a gap of 0.15 eV reduce $S$ to 197 $\mu$V/K and raise $\kappa$ to 1.29 W/(m K), giving $ZT=0.90$ and a fraction of 0.159. This assumes mirror-image parabolic bands with acoustic-phonon scattering, and that the round parameters describe the majority band alone. If measured values already include both carriers, the correction must not be applied again. The figure is sensitive to the bands: a gap of 0.13 eV gives 0.150, and a minority band twice as conductive gives 0.148.
\item Interfaces of 0.01 K\,cm$^2$/W take 0.85 K at each end. With legs covering half the footprint, a heat sink of 0.2 K\,cm$^2$/W takes another 8.5 K. With the leg's end temperatures and load held fixed, the efficiency is still 0.570 percent, but it is only about 0.09 of the Carnot value between chip and coolant. With the chip and coolant temperatures fixed instead, the best load is no longer $\sqrt{1+ZT}\,R$ but about $1.7R$, and the fraction remains about 0.09. A sink of 0.2 K\,cm$^2$/W is a liquid-cooling figure; one of 1 K\,cm$^2$/W leaves about 0.03.
\end{itemize}
With these inputs the assumption that costs most is that the leg receives the whole temperature difference: the drops outside it halve the fraction. The ranking depends on the inputs: with a sink four times better and contacts of $10^{-6}\ \Omega\,$cm$^2$, the electrical contacts cost more. Heat leaking through a substrate is not included and would lower it further. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
LIMIT dT -> 0
ZT of the example material: 1.0000
formula, best load: 0.17157 of Carnot
transport equations, S ~ T^0.0: 0.17157, load ratio 1.4142
transport equations, S ~ T^0.5: 0.17157, load ratio 1.4142
transport equations, S ~ T^1.0: 0.17157, load ratio 1.4142
ZT = 0.5: formula 0.1010, equations 0.1010
ZT = 3.0: formula 0.3333, equations 0.3333
ZT = 8.0: formula 0.5000, equations 0.5000
greatest power, ZT = 1: formula 0.16667, equations 0.16667
EXAMPLE LEG
S = 200 uV/K, sigma = 1000 S/cm, kappa = 1.2 W/(m K)
T = 300 K, dT = 10 K, ends 305 K and 295 K
length 20 um, side 100 um
resistance R = 20.00 mOhm, best load = 28.28 mOhm
thermal conductance K = 0.600 mW/K
open-circuit voltage = 2.000 mV, current = 41.42 mA
power = 48.53 uW = 0.485 W/cm2
Peltier heat at hot end = 2.527 mW
conducted heat K dT = 6.000 mW
half Joule heat = 0.0172 mW
heat input = 8.510 mW = 85.1 W/cm2
efficiency = 0.570 %, Carnot = 3.279 %
fraction of Carnot = 0.1739
NEGLECTED EFFECTS (rough inputs)
finite dT, constant properties: fraction +1.38%
same dT, ZT = 1 everywhere, S ~ T: +1.34%
contact resistivity 1e-07 Ohm cm2 each, two contacts
  adds 10.0% to R: ZT 0.909, fraction 0.1603
air gap of equal area, kappa 0.026 W/(m K)
  adds 2.2% to K: fraction 0.1690
interface 0.01 K cm2/W: drop 0.85 K at each end
heat sink 0.2 K cm2/W, leg area share 0.5: drop 8.51 K
  fraction of chip-to-coolant Carnot: 0.0863
Fermi level from majority band edge: +1.9 meV
electronic part of kappa, majority band: 0.486 W/(m K)
minority carriers, gap 0.15 eV: S 196.6 uV/K, kappa 1.290 W/(m K)
  ZT 0.903, fraction 0.1594
\end{verbatim}
